A mapped Fourier grid for near-threshold levels of a long-range well

**Result**

Consider the s-wave equation in atomic units (ħ = 1), with reduced mass μ:

−(1/2μ) d²ψ/dr² + V(r)ψ = Eψ.

Choose a smooth envelope V_env(r) ≤ V(r) and a floor energy E_m > 0, and define

p_env(r) = √{2μ[E_m − V_env(r)]}.

The local de Broglie wavelength of the envelope is 2π/p_env. Let the grid step be a fraction β of half of it:

s(r) = βπ/p_env(r).

The number of intervals between r_min and r_max is then

N = (1/βπ) ∫ p_env dr = A/(2πβ),  A = 2∫ p_env dr,

where A is the phase-space area enclosed by ±p_env. N is rounded up, which lowers β slightly.

For E ≤ E_m, every classically allowed wave number on this grid is at most β times the largest one the grid carries. This is a semiclassical sampling rule and not an error bound. In the example below, β = 0.5 gives a deep level to roundoff but the highest level only to 3%.

**Change of variable**

Define x by dx/dr = p_env/π, so that

J = dr/dx = π/p_env.

Equal steps h = β in x are the steps s = hJ in r. Primes denote d/dx. Put ψ = J^(1/2) χ and use d/dr = J⁻¹ d/dx:

dψ/dr = J^(−1/2) χ′ + ½ J^(−3/2) J′χ.

Differentiating again, the two terms in J′χ′ cancel:

d²ψ/dr² = J^(−3/2) [χ″ + (J″/(2J) − 3J′²/(4J²)) χ].

Insert this in the Schrödinger equation and multiply by J^(3/2):

−χ″/(2μ) + J²(V + W)χ = E J²χ,  (1)

2μW = 3J′²/(4J⁴) − J″/(2J³).

With φ = Jχ the norm is ∫ψ² dr = ∫Jχ² J dx = ∫φ² dx. Dividing (1) by J gives an ordinary symmetric problem:

−(1/2μ) J⁻¹ (J⁻¹φ)″ + (V + W)φ = Eφ.  (2)

To evaluate W without differentiating in x, let a subscript r denote d/dr. Then J′ = J J_r and J″ = J J_r² + J² J_rr, so

2μW = J_r²/(4J²) − J_rr/(2J).

With Q = p_env² and J = πQ^(−1/2),

J_r/J = −Q_r/(2Q),  J_rr/J = 3Q_r²/(4Q²) − Q_rr/(2Q),

2μW = Q_rr/(4Q) − 5Q_r²/(16Q²).

**Why the step rule samples the wave**

Where W is small, (1) reads χ″ ≈ −k²χ with

k = J√[2μ(E − V)] = π √[(E − V)/(E_m − V_env)] ≤ π,

because E ≤ E_m and V ≥ V_env. A grid of step β carries wave numbers up to π/β, so β < 1 leaves a margin. The evanescent parts of the wave and the variation of J put some weight outside the classical band, which is why the margin is needed and why β alone does not fix the error.

**Envelope for a 12–6 well**

Take V = C6(σ⁶/r¹² − 1/r⁶) and

V_env = −C6/(r⁶ + σ⁶).

With s = r⁶ and a = σ⁶,

V − V_env = C6[a/s² − 1/s + 1/(s + a)] = C6[a/s² − a/(s(s + a))] = C6 a²/[s²(s + a)] > 0.

The difference falls as r⁻¹⁸, so the envelope follows the tail closely. At the minimum, r_e⁶ = 2σ⁶, it lies at −4D/3, where D = C6/(4σ⁶) = C6/(2r_e⁶) is the well depth. With f = r⁶ + σ⁶, the derivatives needed in W are

Q_r = −12μC6 r⁵/f²,  Q_rr = 2μC6(72r¹⁰/f³ − 30r⁴/f²).

**Why a floor is needed**

Let R = (2μC6)^(1/4). With E_m = 0 the tail has p_env ≈ R²/r³, and the step βπr³/R² grows without limit. A local wavelength is meaningful only while |d(1/p)/dr| = 3r²/R² is small, which fails as r approaches R. A weakly bound state still has structure there, followed by a decaying tail that must also be resolved. The floor caps the step at βπ/√(2μE_m).

Its cost follows from √(a + b) ≤ √a + √b:

A/2π ≤ (1/π)∫ √(−2μV_env) dr + √(2μE_m)(r_max − r_min)/π.

The first term stays finite when its upper limit goes to infinity, since the integrand falls as r⁻³. The second grows linearly with the box.

**Discretization**

Let x_i = ih, with n intervals and χ = 0 at both ends. Sine functions, which are Fourier functions with nodes at the walls, give the matrix of −d²/dx² on the inner points:

K_ij = (2/n) Σ_m (πm/(nh))² sin(πmi/n) sin(πmj/n),  m = 1 … n−1.

V, W and J are taken at the points, so (1) becomes Aχ = EBχ with

A = K/(2μ) + J²(V + W),  B = J²,

where A now denotes a matrix and J², V and W are diagonal. Sampling the potential is a quadrature, so the eigenvalues are not guaranteed upper bounds. Periodic exponentials may replace the sines if χ is negligible at both ends.

**Pseudocode**

```
area  = integral of p_env/pi from r_min to r_max
n     = ceil(area/beta);  h = area/n
r[0]  = r_min
for j = 0 .. n-1:
    y = r[j] + pi*h/p_env(r[j])
    repeat until y is stationary:
        y += (pi*h - integral of p_env from r[j] to y)/p_env(y)
    r[j+1] = y
check r[n] = r_max
J = pi/p_env(r);  W from Q, Q_r, Q_rr   (inner points)
A = K/(2 mu) + diag(J^2 (V+W));  B = diag(J^2)
E0 = eigenvalues of J^-1 A J^-1
for each wanted level:
    repeat: solve (A - E0 B) chi_new = B chi; normalize
    E = (chi.A.chi)/(chi.B.chi)
```

The inner loop is Newton's method. Since p_env decreases with r, the accumulated phase is a concave function of y. Every iterate therefore stays at or to the left of the root and approaches it monotonically.

Grid generation costs O(N). Dense diagonalization costs O(N³) operations and O(N²) storage.

**Stability**

The largest eigenvalue of the kinetic part of the matrix in (2) is of order p_env²/(2μβ²), taken at the inner wall. In the example this is about 4 eV at β = 0.25. With machine precision ε ≈ 2 × 10⁻¹⁶, a dense eigensolver then guarantees the eigenvalues only to about 10⁻¹⁵ eV, or about 10⁻⁶ of a binding energy of 10⁻⁹ eV. This is a worst-case estimate. The pencil (A, B) is better scaled: K is uniform along the grid and the large outer steps enter through B. With Σφ² = 1 and χ = φ/J, a perturbation of K with norm ε(π/β)² changes the quotient in the last line of the pseudocode, at fixed χ, by at most ε(π²/(2μβ²))Σφ²/J² = ε⟨p_env²⟩/(2μβ²). The largest value of p_env² is thus replaced by its average over the level, which is far smaller for a state lying mostly outside the well. The program uses this refinement but does not measure its gain separately.

**How many levels to expect**

At E = 0 the tail equation is ψ″ + (R⁴/r⁶)ψ = 0, with primes here denoting d/dr. Its solutions are √r J_{±1/4}(z), where J_{±1/4} are Bessel functions and z = R²/(2r²). As r → ∞, the +1/4 solution tends to a constant and the −1/4 solution grows as r. A level sits at threshold when the growing part is absent.

For large z, J_{1/4}(z) is proportional to z^(−1/2) cos(z − 3π/8), and cos(z − 3π/8) = sin(7π/8 − z). The semiclassical wave from the inner turning point σ is sin(Φ − z + π/4), where Φ = ∫ √(−2μV) dr from σ to ∞, and z is the phase remaining beyond r. The two agree up to sign if

Φ/π = 5/8 + n,  n = 0, 1, 2, …

Hence the number of levels is floor(Φ/π − 5/8) + 1, at this semiclassical order. Substituting u = (σ/r)⁶,

Φ = (R²/(6σ²)) ∫₀¹ u^(−2/3)(1 − u)^(1/2) du = R² B(1/3, 3/2)/(6σ²),

where B(1/3, 3/2) is the beta function.

**Worked example**

The model has μ = 50 u, D = 0.1 eV and r_e = 4 Å. Then C6 = 2 × 0.1 × 4⁶ = 819.2 eV Å⁶, σ = 3.564 Å and R = 66.5 Å. The grid runs from 3.2 to 3000 Å with E_m = 10⁻⁶ eV.

The threshold phase is Φ/π = 46.676. Subtracting 0.625 leaves 46.051, which predicts 47 levels, v = 0 to 46. Both the grid and a direct phase integration in r give 47. The small remainder 0.051 signals a highest level very near threshold.

The area gives A/2π = 204.8, below the bound 59.1 + 147.5 = 206.6. Most of the points serve the floor. For β = 0.25, N = 204.816/0.25 rounded up, which is 820. A uniform grid with the same β and the momentum √(2μD) would need 186,626 intervals, about 228 times as many. The mapped step is 0.014 Å at the minimum and 5.07 Å at the outer end.

Energies in eV at β = 0.25:

- v = 46: −1.22753 × 10⁻⁹ (−4.5111 × 10⁻¹¹ hartree)
- v = 45: −1.710683 × 10⁻⁶
- v = 44: −1.1055823 × 10⁻⁵

The phase integration, which uses no mapping and different end points, agrees to 3 × 10⁻⁷ relative for v = 46. The mean distance in that level is 134 Å, far outside the well.

The outer end can be checked from the same numbers. The floor part gives √(2μE_m) = 147.54π/2996.8 = 0.1547 Å⁻¹. The decay constant of v = 46 is this times √(1.2275 × 10⁻³), or 0.00542 Å⁻¹. The decay length is thus 185 Å, and r_max is about 16 decay lengths.

**Failure modes**

*Too few points.* Errors |E/E_ref − 1| at E_m = 10⁻⁶ eV, where E_ref comes from the phase integration for v = 46 and 44 and from an unmapped uniform sine grid ending at 30 Å for v = 20:

| β | N | v = 46 | v = 44 | v = 20 |
|---|---|---|---|---|
| 1.20 | 171 | 2.4 | 1.0 | 4 × 10⁻² |
| 0.80 | 257 | 0.88 | 4 × 10⁻⁶ | 1 × 10⁻¹⁴ |
| 0.65 | 316 | 0.15 | 3 × 10⁻⁴ | 9 × 10⁻¹⁵ |
| 0.50 | 410 | 3 × 10⁻² | 2 × 10⁻⁶ | 1 × 10⁻¹⁴ |
| 0.35 | 586 | 1 × 10⁻⁴ | 2 × 10⁻⁸ | 1 × 10⁻¹⁴ |

Convergence need not be monotonic: v = 44 is worse at β = 0.65 than at 0.80. A single small error is therefore no proof of convergence, and several values of β should be compared.

A level near threshold amplifies any phase error. Let δ be the excess of Φ over the threshold condition. At large z the −1/4 solution behaves as cos(z − π/8) = sin(5π/8 − z), and sin(7π/8 − z + δ) = (cos δ + sin δ) sin(7π/8 − z) − √2 sin δ sin(5π/8 − z). For small δ the zero-energy wave at large r is therefore proportional to 1 − cδr, with c a positive constant. Matching this to exp(−κr) ≈ 1 − κr for R ≪ r ≪ 1/κ makes the decay constant κ proportional to δ to leading order. Since E is proportional to δ², a phase error dδ gives dE/E ≈ 2dδ/δ. Here δ/π is only about 0.05, so an error of 0.001π in phase already changes the energy by about 4%. This factor, about 40 per π of phase, does not by itself account for the table. For v = 44 the spacing to v = 45 is comparable with the binding energy, so its factor is of order 1, yet at β = 0.5 its error is about 10⁴ times smaller. The phase error of v = 46 must itself be larger. It arises mainly between about 20 and 100 Å, around the crossing of tail and floor near 30 Å, where |W|/(E_m − V_env) is largest, and not at the outer end. Replacing E_m in p_env by E_m[1 + 9 exp(−(r/100 Å)⁴)] refines the step only inside about 100 Å. At β = 0.5 this takes 427 intervals instead of 410 and lowers the error from 3% to 2 × 10⁻⁵. Using E_m[10 − 9 exp(−(r/100 Å)⁴)] instead refines only the outer part. It takes 1031 intervals and leaves the error at 3%.

*Floor too low.* At β = 0.5 the relative error of v = 46 is 1.0, 0.63, 0.03 and 9 × 10⁻⁶ for floors of 10⁻⁸, 10⁻⁷, 10⁻⁶ and 10⁻⁵ eV. The last grid needs 1044 intervals. Keeping the floor at 10⁻⁶ eV and reducing β to 0.25 costs 820 and gives 3 × 10⁻⁷, so a smaller β is the cheaper of these two cures. Raising the floor only inside about 100 Å, as described above, costs less than either but reaches 2 × 10⁻⁵, a lower accuracy. The switch must lie well beyond the crossing: with the length 100 Å replaced by 80, 60, 40 and 30 Å the error is 3 × 10⁻⁵, 2 × 10⁻³, 0.04 and 0.67, so a switch placed near the crossing gains nothing or does harm. Both parameters should be varied before a near-threshold energy is trusted.

*Ends too close.* The inner end must lie deep enough in the repulsive wall, and r_max must be many decay lengths of the weakest level wanted. As a level approaches threshold its decay length diverges, and the floor part of N grows with it.

*Unsuitable envelope.* If V_env rises above V, the bound k ≤ π no longer holds for every E ≤ E_m: it fails where V_env − V exceeds E_m − E. If V_env has kinks, W is singular there and the rapid convergence of the Fourier functions cannot be expected.

Calculated quantities

```
reduced mass                      50.0 u
well depth D                      0.100 eV
minimum r_e                       4.000 angstrom
zero of potential sigma           3.5636 angstrom
C6                                819.20 eV angstrom^6
tail length (2 mu C6)^(1/4)       66.535 angstrom
grid ends                         3.2 to 3000.0 angstrom
floor energy                      1.0e-06 eV
threshold phase Phi/pi            46.6764
node function at threshold        46.0611
number of bound levels            47
area/(2 pi), whole grid           204.816
  well part, zero floor, no end   59.066
  floor part                      147.541
area/(2 pi), uniform-grid box     46656.4
intervals at beta 0.25, mapped    820
intervals at beta 0.25, uniform   186626
step at    4.0 angstrom, beta 0.25  0.01389 angstrom
step at   20.0 angstrom, beta 0.25  1.36572 angstrom
step at  100.0 angstrom, beta 0.25  5.07129 angstrom
step at 3000.0 angstrom, beta 0.25  5.07336 angstrom
E(v=46) mapped grid              -1.2275304e-09 eV
E(v=46) phase integration        -1.2275300e-09 eV
E(v=45) mapped grid              -1.7106834e-06 eV
E(v=45) phase integration        -1.7106833e-06 eV
E(v=44) mapped grid              -1.1055823e-05 eV
E(v=44) phase integration        -1.1055823e-05 eV
E(v=46) mapped grid              -4.5110909e-11 hartree
E(v=46) periodic Fourier         -1.2275304e-09 eV
mean distance in v=46            134.315 angstrom
E(v=0) mapped, uniform  -9.696056367e-02 -9.696056367e-02 eV
E(v=20) mapped, uniform  -1.866483557e-02 -1.866483557e-02 eV
E(v=40) mapped, uniform  -2.539737905e-04 -2.539737905e-04 eV
beta, intervals, relative errors of v=46, 44, 20:
  1.20    171  2.38e+00  1.00e+00  3.93e-02
  1.00    205  1.03e+00  1.30e-02  8.32e-06
  0.80    257  8.84e-01  4.35e-06  1.04e-14
  0.65    316  1.50e-01  3.18e-04  9.21e-15
  0.50    410  3.21e-02  1.95e-06  9.77e-15
  0.35    586  1.44e-04  2.47e-08  9.66e-15
  0.25    820  3.22e-07  1.21e-11  7.22e-15
floor (eV), intervals, relative error of v=46, beta 0.5:
  1e-08    147  1.04e+00
  1e-07    210  6.29e-01
  1e-06    410  3.21e-02
  1e-05   1044  9.02e-06
```
